\section*{Antiphase splitting of a diffraction spot by a regular terrace staircase, part 1}

(Sections cited here and not found follow in the second part.)

\section{Positions and intensities of the components}

A split diffraction spot recorded during growth on a miscut crystal is easily turned into a wrong terrace width. If the distance between the two components is taken for the distance of one component from the unsplit spot, the width comes out wrong by a factor of two. If the components are compared at different vertical momentum transfers, their distance is no longer set by the terrace width alone. And if the splitting is read as proof of a staircase, a surface whose steps alternately go up and down may be mistaken for one. The relation needed is that the components of a regular staircase of terrace width $L$ are separated by $2\pi/L$ along the staircase direction, at fixed vertical transfer. At antiphase the two nearest to the centre of the unsplit spot stand at $\pm\pi/L$. If each wave is scattered only once, by a single layer of several identical atomic rows on each terrace, these two are equal and stronger than all other components of the same spot.

\subsection{Geometry and phase convention}

Let the step edges run along $y$ and let the surface descend towards $+x$. Each terrace exposes $N$ straight atomic rows parallel to $y$, with spacing $a$. Each step has height $d$. The first row of a terrace need not continue the row lattice of the terrace above it, so let each step add a lateral offset $\delta a$. The terrace width, measured horizontally from one step to the next, is then
\begin{equation}
L=(N+\delta)a .
\end{equation}
Row $n$ of terrace $m$ lies at
\begin{equation}
x_{mn}=mL+na,\qquad z_m=-md,
\end{equation}
with $n=0,\dots,N-1$ and $m=0,\dots,M-1$. The whole staircase repeats under the vector $\mathbf T=(L,-d)$ in the $xz$ plane. The miscut angle $\alpha$ obeys $\tan\alpha=d/L$.

An incoming plane wave $e^{i\mathbf k_i\cdot\mathbf r}$ reaches a scatterer at $\mathbf r$ with phase $\mathbf k_i\cdot\mathbf r$. On the way out in direction $\mathbf k_f$ the wave acquires the phase $-\mathbf k_f\cdot\mathbf r$ relative to one that starts at the origin. With the transfer $\mathbf q=\mathbf k_f-\mathbf k_i$ the sum of the two is $-\mathbf q\cdot\mathbf r$. I consider the diffraction with $q_y=0$, for which all atoms of a straight row scatter in phase. If every row scatters with the same strength, and if each wave is scattered once (the kinematic approximation), the amplitude in units of one row is
\begin{equation}
A=\sum_{m=0}^{M-1}\sum_{n=0}^{N-1}
\exp\left[-i\left(q_xx_{mn}+q_zz_m\right)\right].
\end{equation}

A flat terrace of great width diffracts at $q_x=G=2\pi h/a$ with integer $h$. The value $h=0$ is the specular rod. To describe the neighbourhood of one such rod, write $q_x=G+\kappa$. The phase in the sum is then
\begin{align}
q_xx_{mn}+q_zz_m
&=(G+\kappa)(mL+na)-mq_zd\\
&=Gna+GmL+\kappa na+m(\kappa L-q_zd).
\end{align}
The first term is $2\pi hn$ and drops out of the exponential. The second is $2\pi h(N+\delta)m$, of which the part $2\pi hNm$ drops out too, while $2\pi h\delta m$ remains. Collecting the terms proportional to $m$ gives
\begin{equation}
q_xx_{mn}+q_zz_m\equiv \kappa na+m(\kappa L-\varphi),
\qquad \varphi=q_zd-2\pi h\delta ,
\end{equation}
where $\equiv$ means equality up to a multiple of $2\pi$. The minus sign before $q_zd$ comes from the descent towards $+x$. For a staircase that ascends towards $+x$ the sign of $d$ is reversed, and the pattern is mirrored on the specular rod.

The angle $\varphi$ is the phase between neighbouring terraces at the centre of the rod. The rod is in phase when $\varphi$ is an even multiple of $\pi$ and at antiphase when it is an odd multiple. On the specular rod this depends on $q_zd$ alone. On other rods the lateral offset enters. With $\delta=1/2$ and $h=1$, for example, $\varphi=q_zd-\pi$, so this rod is at antiphase where the specular rod is in phase, and the reverse.

\subsection{The two geometric sums}

Since the phase is a sum of a part with $n$ and a part with $m$, the amplitude factorizes:
\begin{equation}
A=F(\kappa)\,S_M(\theta),\qquad \theta=\kappa L-\varphi,
\end{equation}
\begin{equation}
F(\kappa)=\sum_{n=0}^{N-1}e^{-in\kappa a},\qquad
S_M(\theta)=\sum_{m=0}^{M-1}e^{-im\theta}.
\end{equation}
The factor $F$ describes one terrace and $S_M$ the interference of $M$ terraces. Both are geometric series. For any angle $u$ that is not a multiple of $2\pi$,
\begin{equation}
\sum_{n=0}^{N-1}e^{-inu}=\frac{1-e^{-iNu}}{1-e^{-iu}},
\qquad |1-e^{-iu}|^2=2-2\cos u=4\sin^2\frac u2 .
\end{equation}
Taking the squared modulus, with the second identity used in numerator and denominator, yields
\begin{equation}
|F|^2=\frac{\sin^2(N\kappa a/2)}{\sin^2(\kappa a/2)},\qquad
|S_M|^2=\frac{\sin^2(M\theta/2)}{\sin^2(\theta/2)} .
\end{equation}
At $u=0$ the sum is $N$, which is also the limit of the formula. In a program this limit must be supplied separately, or the row sum evaluated directly, because the quotient is $0/0$ there.

\subsection{Where the components lie}

The sum $S_M$ has $M$ terms of modulus one. Its modulus reaches $M$ when all terms have the same phase, which requires $\theta$ to be a multiple of $2\pi$. The interference maxima therefore lie at
\begin{equation}
\boxed{\;\kappa_\nu=\frac{\varphi+2\pi\nu}{L},\qquad \nu=0,\pm1,\pm2,\dots\;}
\end{equation}
and, at the same $q_z$ and hence the same $\varphi$,
\begin{equation}
\kappa_{\nu+1}-\kappa_\nu=\frac{2\pi}{L}.
\end{equation}
The spacing does not depend on $\varphi$, so it is not peculiar to antiphase. What antiphase fixes is the arrangement about the rod. For $\varphi=(2p+1)\pi$ with integer $p$, the numerator $\varphi+2\pi\nu$ runs through the odd multiples of $\pi$:
\begin{equation}
\kappa=\pm\frac{\pi}{L},\ \pm\frac{3\pi}{L},\dots
\end{equation}
There is no component at $\kappa=0$. The two nearest ones stand at equal distances $\pi/L$ on either side, and their separation is $2\pi/L$.

For $\varphi=2p\pi$ the maxima of $S_M$ lie at $\kappa=0,\pm2\pi/L,\dots$, with the same spacing. The spot nevertheless looks single, because the terrace factor nearly vanishes at the outer positions. There $N\kappa a/2=\pi\nu N/(N+\delta)=\pi\nu-\pi\nu\delta/(N+\delta)$, so
\begin{equation}
\frac{|F|^2}{N^2}=\frac{\sin^2[\pi\nu\delta/(N+\delta)]}
{N^2\sin^2[\pi\nu/(N+\delta)]}\approx\frac{\delta^2}{N^2}
\qquad(0<|\nu|\ll N).
\end{equation}

Between the two conditions the pattern moves. Differentiating $\kappa_\nu$ with respect to $q_z$ at fixed $h$ gives
\begin{equation}
\frac{d\kappa_\nu}{dq_z}=\frac dL=\tan\alpha .
\end{equation}
Each component thus runs along a straight line in the $q_xq_z$ plane, tilted from the $z$ axis by the miscut angle. These lines are normal to $\mathbf T$, and so to the mean surface. Their perpendicular spacing is $2\pi/|\mathbf T|$ with $|\mathbf T|=\sqrt{L^2+d^2}$. A cut at fixed $q_z$ crosses them obliquely and finds the larger spacing
\begin{equation}
\frac{2\pi}{|\mathbf T|\cos\alpha}=\frac{2\pi}{L},\qquad
\cos\alpha=\frac{L}{|\mathbf T|}.
\end{equation}
The horizontal width $L$ therefore belongs to a cut at fixed $q_z$, and the edge-to-edge distance $|\mathbf T|$ to a cut parallel to the mean surface.

\subsection{How the intensity is shared}

At the maxima $|S_M|^2=M^2$, while an in-phase spot has the intensity $M^2N^2$. The intensity of a component relative to the in-phase spot is therefore $|F(\kappa_\nu)|^2/N^2$. Since $|F|^2$ is even in $\kappa$, the components at $+\pi/L$ and $-\pi/L$ are equal. For wide terraces $Na\to L$. At $\kappa=(2j+1)\pi/L$, with integer $j$, this gives $N\kappa a/2\to(2j+1)\pi/2$, whose squared sine is one. The small angle $\kappa a/2$ may replace its sine in the denominator, so
\begin{equation}
\frac{|F|^2}{N^2}\to\frac{1}{(N\kappa a/2)^2}
\to\frac{4}{\pi^2(2j+1)^2}.
\end{equation}
Each inner component has the relative intensity $4/\pi^2=0.405$ and each of those at $\pm3\pi/L$ has $4/(9\pi^2)=0.045$. Because the sum of $1/(2j+1)^2$ over all integers $j$ is $\pi^2/4$, the relative intensities add up to one. The inner pair carries $8/\pi^2$, or $81\,\%$, in this limit.

For a finite terrace take $N=20$, $\delta=1/2$ and $a=0.40$ nm, so that $L=20.5\times0.40=8.2$ nm and $\pi/L=0.3831\ \mathrm{nm^{-1}}$. Then $\kappa a/2=0.0766$, and
\begin{equation}
\frac{|F|^2}{N^2}=\frac{\sin^2(20\times0.0766)}{400\,\sin^2(0.0766)}
=0.426 .
\end{equation}
The same formula gives $0.048$ at $3\pi/L$. The inner value exceeds the wide-terrace limit mainly because the exposed rows span $Na=8.0$ nm, slightly less than $L$, which broadens the terrace factor.

\subsection{What multiple scattering leaves unchanged}

Electrons at glancing incidence scatter many times, so the intensities above are not reliable for them. The positions rest on less. Let the staircase be infinite, and let its scattering potential, including absorption if present, satisfy $V(\mathbf r+\mathbf T)=V(\mathbf r)$. Let $\psi(\mathbf r)$ be the wave produced by $e^{i\mathbf k_i\cdot\mathbf r}$. The shifted function $\psi(\mathbf r+\mathbf T)$ solves the same wave equation, and its incoming part is $e^{i\mathbf k_i\cdot\mathbf T}e^{i\mathbf k_i\cdot\mathbf r}$. If the incoming wave determines the solution, which assumes that no wave guided along the surface exists at this energy and phase, then
\begin{equation}
\psi(\mathbf r+\mathbf T)=e^{i\mathbf k_i\cdot\mathbf T}\psi(\mathbf r).
\end{equation}
Far above the surface the outgoing part is a sum of plane waves $c_fe^{i\mathbf k_f\cdot\mathbf r}$. The shift multiplies each by $e^{i\mathbf k_f\cdot\mathbf T}$, and different plane waves are linearly independent. Every wave with $c_f\ne0$ must hence obey $e^{i(\mathbf k_f-\mathbf k_i)\cdot\mathbf T}=1$, or
\begin{equation}
\mathbf q\cdot\mathbf T=q_xL-q_zd=2\pi\nu' ,
\end{equation}
with integer $\nu'$. Inserting $q_x=G+\kappa$ and $GL=2\pi hN+2\pi h\delta$ recovers $\kappa L-\varphi=2\pi\nu$ with $\nu=\nu'-hN$. All wave vectors here are those in vacuum, so refraction at the surface needs no correction in the positions.

A small numerical case shows how differently positions and fields respond. Consider scalar waves in two dimensions on 80 terraces of four point scatterers. In units of the row spacing the terrace width is 4, the step height 1 and the wave number $\pi/2$, with incidence along $-z$. Each scatterer conserves flux, and the fields acting on all scatterers are found from one linear system. These fields differ from the incoming wave, of amplitude one, by as much as 2.6. Two reflected peaks exceed one fifth of the highest intensity, and at both $\mathbf q\cdot\mathbf T$ lies within 0.005 rad of a multiple of $2\pi$.

\subsection{An up-down surface with the same antiphase pair}

Now let the terraces have the same width and the same lateral positions, but let their heights alternate between $0$ and $-d$. On the specular rod a pair of neighbouring terraces forms the repeating cell, of length $2L$. Let $J$ be the number of such cells. Summing first over the two terraces of a cell gives
\begin{equation}
A=F(\kappa)\left[1+e^{-i(\kappa L-q_zd)}\right]
\sum_{j=0}^{J-1}e^{-2ij\kappa L}.
\end{equation}
The last sum has maxima at $\kappa=\pi\nu/L$, whatever $q_z$ is. At these positions the bracket has the squared modulus
\begin{equation}
4\cos^2\frac{\pi\nu-q_zd}{2}=
\begin{cases}
4\cos^2(q_zd/2), & \nu\ \text{even},\\
4\sin^2(q_zd/2), & \nu\ \text{odd}.
\end{cases}
\end{equation}
At antiphase the even components vanish and the odd ones remain, so the inner pair again lies at $\pm\pi/L$. In this model even the full amplitude agrees with that of the staircase, because both surfaces give successive terraces the factors $+1,-1,+1,\dots$

The surfaces are told apart by a change of $q_z$. At $q_zd=2.6\pi$ the staircase has its nearest components at $\kappa L=0.6\pi$ and $-1.4\pi$, while the up-down surface has them at $0$ and $\pm\pi$. The components of the staircase move with $q_z$, while those of the up-down surface stay in place and exchange intensity. This separates the two models but does not identify an unknown surface. Any laterally periodic surface without net tilt has components at fixed positions, whatever its number of levels, and mounds with long flights of steps can give maxima that move on both sides of the rod.

For a regular staircase the components at fixed $q_z$ are $2\pi/L$ apart, and at antiphase the inner pair stands at $\pm\pi/L$, though such a pair alone does not prove a staircase. It remains to see how this pair is affected by a small number of terraces, unequal widths, the direction and spread of the beam, and small islands.

Numerical values quoted here were computed with a short program.
